# Metric–curvature bound, gauge vortices and Wannier tails of a Chern band

## Result

Consider an isolated band of a two-dimensional lattice with cell area $\Omega$. Its quantum metric $g$ and Berry curvature $F$ obey, at every $\mathbf k$,

$$\operatorname{tr} g\;\ge\;2\sqrt{\det g}\;\ge\;|F| .\tag{1}$$

If the Chern number $C$ is non-zero, no choice of gauge gives a Wannier function $w(\mathbf R)$ with finite $\sum_{\mathbf R}R^2|w|^2$. In a gauge that is smooth except at isolated points, the phase windings $n_j$ at these points satisfy $\sum_j n_j=C$. If each vortex is isotropic, the leading contributions to the tail and to the spread within radius $L$ are

$$|w|\to\frac{\Omega|n_j|}{2\pi R^2}\ \text{ per vortex},\qquad \sum_{R\le L}R^2|w|^2=\frac{\Omega}{2\pi}\Big(\sum_j n_j^2\Big)\ln L+O(1).\tag{2}$$

A Chern band does not force an $R^{-2}$ tail in every gauge, because a gauge can be made worse. What is excluded is a uniform bound $|w|\le cR^{-2-\delta}$ with $\delta>0$.

## Conventions and assumptions

There are finitely many orbitals per cell, all placed at the lattice points, so the projector $P(\mathbf k)=|u\rangle\langle u|$ is periodic. The hopping is assumed to decay faster than any power of distance, so the Hamiltonian is a smooth function of $\mathbf k$. A gap on both sides of the band then makes $P$ smooth; at a band touching the argument fails. With $Q=1-P$ and $\langle u|u\rangle=1$, define

$$T_{ij}=\langle\partial_iu|Q|\partial_ju\rangle,\quad g_{ij}=\operatorname{Re}T_{ij},\quad \mathcal A_i=i\langle u|\partial_iu\rangle,\quad F=\partial_x\mathcal A_y-\partial_y\mathcal A_x,$$

$$C=\frac1{2\pi}\int F\,d^2k,\qquad w(\mathbf R)=\frac{\Omega}{(2\pi)^2}\int e^{i\mathbf k\cdot\mathbf R}u(\mathbf k)\,d^2k .$$

The integrals run over one Brillouin zone, and $w$ has one component per orbital. Displacing orbitals by bounded vectors $\boldsymbol\tau$ cannot make a divergent spread finite, since $R^2\le2|\mathbf R+\boldsymbol\tau|^2+2\tau^2$.

## The local inequality

Under $u\to e^{i\chi}u$ the derivative becomes $e^{i\chi}(\partial_iu+i(\partial_i\chi)u)$. The projector $Q$ removes the second term, so $T_{ij}$ is gauge invariant.

The mixed second derivatives in $F$ cancel, leaving

$$F=i\langle\partial_xu|\partial_yu\rangle-i\langle\partial_yu|\partial_xu\rangle=-2\operatorname{Im}\langle\partial_xu|\partial_yu\rangle .$$

Insert $1=P+Q$. Normalization makes $\langle u|\partial_iu\rangle$ imaginary, so the $P$ part, $\langle\partial_xu|u\rangle\langle u|\partial_yu\rangle$, is a product of two imaginary numbers and hence real. Therefore

$$F=-2\operatorname{Im}T_{xy},\qquad T_{xy}=g_{xy}-\tfrac i2F .$$

The trace bound follows from a squared norm:

$$0\le\|Q(\partial_x\pm i\partial_y)u\|^2=g_{xx}+g_{yy}\pm i(T_{xy}-T_{yx})=\operatorname{tr}g\pm F,\tag{3}$$

because $T_{yx}=T_{xy}^*$ and $i(T_{xy}-T_{xy}^*)=-2\operatorname{Im}T_{xy}$.

For the intermediate bound, the Cauchy–Schwarz inequality for $Q\partial_xu$ and $Q\partial_yu$ gives $g_{xx}g_{yy}\ge|T_{xy}|^2=g_{xy}^2+F^2/4$, that is, $\det g\ge F^2/4$. Also

$$(\operatorname{tr}g)^2-4\det g=(g_{xx}-g_{yy})^2+4g_{xy}^2\ge0,$$

which completes (1).

With two orbitals, $Q$ has rank one. The two vectors are then parallel and $2\sqrt{\det g}=|F|$. The trace bound is saturated only if, in addition, $g$ is isotropic. With three orbitals all the inequalities can be strict: in the random model of the numerical output the three members of (1), averaged over the $30\times30$ sampled points, are $0.9425$, $0.4754$ and $0.3664\,a^2$, where $a$ is the lattice constant. These numbers illustrate the inequalities at the sampled points; they are not converged zone averages. The bands nearly touch between the points, and a finer mesh finds a smaller gap and larger averages.

## From geometry to spread

For a smooth periodic $u$, integration by parts has no boundary term:

$$\frac{\Omega}{(2\pi)^2}\int e^{i\mathbf k\cdot\mathbf R}\,i\partial_ju\,d^2k=-\frac{\Omega}{(2\pi)^2}\int i(iR_j)e^{i\mathbf k\cdot\mathbf R}u\,d^2k=R_jw(\mathbf R).$$

Parseval's identity then gives

$$\sum_{\mathbf R}R_iR_j|w|^2=\frac{\Omega}{(2\pi)^2}\int\langle\partial_iu|\partial_ju\rangle\,d^2k .\tag{4}$$

The left side is real, so (4) cannot hold for a Chern band; the next section uses this. Take the trace and split each derivative into its parts along and orthogonal to $u$:

$$\sum_{\mathbf R}R^2|w|^2=\frac{\Omega}{(2\pi)^2}\int\big(\operatorname{tr}g+|\boldsymbol{\mathcal A}|^2\big)d^2k .\tag{5}$$

The metric part is gauge invariant. By (1) it is at least $\Omega|C|/2\pi$, since $\int|F|\,d^2k\ge2\pi|C|$. This part stays finite in a Chern band; the divergence comes from the connection.

## Why no gauge has a finite spread

Suppose $\sum R^2|w|^2<\infty$. The inverse series is $u=\sum_{\mathbf R}w(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$, and its termwise derivative $\sum(-iR_j)w\,e^{-i\mathbf k\cdot\mathbf R}$ converges in the mean-square sense. So $u$ has square-integrable weak derivatives, and (4) holds without assuming smoothness.

The product rule remains valid for bounded functions with such derivatives. Applied to $u=Pu$ with smooth $P$, it gives

$$\partial_ju=(\partial_jP)u+P\partial_ju\quad\Rightarrow\quad Q\partial_ju=(\partial_jP)u .$$

Hence $T_{ij}=\langle u|(\partial_iP)(\partial_jP)|u\rangle$ is the same smooth, gauge-invariant quantity as before. Differentiating $\langle u|u\rangle=1$ again makes $\langle u|\partial_ju\rangle$ imaginary, so $\operatorname{Im}\langle\partial_xu|\partial_yu\rangle=-F/2$ almost everywhere.

Now take the imaginary part of (4) for $i=x$, $j=y$. The sum $\sum XY|w|^2$ converges absolutely because $|XY|\le R^2/2$, and it is real. Thus

$$0=\frac{\Omega}{(2\pi)^2}\int\Big(-\frac F2\Big)d^2k=-\frac{\Omega C}{4\pi},$$

and $C=0$. A finite spread is therefore impossible when $C\ne0$. The second moment about any other centre $\mathbf c$ also diverges, because $R^2\le2|\mathbf R-\mathbf c|^2+2c^2$.

If $|w|\le cR^{-2-\delta}$ held, the sum would be bounded by a multiple of $\int R^{3}R^{-4-2\delta}dR$, which converges at large $R$. This is the excluded decay. Slower decay is easy to produce. For a constant $u$, reversing its sign inside a disc of radius $\kappa$ adds a term proportional to $\int_{q<\kappa}e^{i\mathbf q\cdot\mathbf R}d^2q=2\pi\kappa J_1(\kappa R)/R$, whose envelope falls as $R^{-3/2}$. This shows why a tail law needs a statement about the gauge.

## Vortices and the Chern number

A smooth periodic gauge would have a finite spread, so a Chern band has none. Consider a gauge whose singularities are isolated points $\mathbf k_j$. Since $P$ is smooth, a smooth normalized state $s$ exists near each $\mathbf k_j$, and $u=e^{i\theta}s$ away from the point. The phase $\theta$ changes by $2\pi n_j$ on a counterclockwise circuit, so

$$\boldsymbol{\mathcal A}=i\langle s|\nabla s\rangle-\nabla\theta,\qquad \oint\boldsymbol{\mathcal A}\cdot d\mathbf l=-2\pi n_j+O(\rho^2)\tag{6}$$

on a circle of radius $\rho$. The correction is the curvature flux through the disc.

Apply Stokes' theorem to the zone with these discs removed. Opposite zone edges cancel by periodicity, and the inner circles are traversed clockwise:

$$\int F\,d^2k=-\sum_j\oint\boldsymbol{\mathcal A}\cdot d\mathbf l\;\to\;2\pi\sum_jn_j\quad\Rightarrow\quad C=\sum_jn_j .$$

A practical gauge projects a trial orbital $|t\rangle$: $u=P|t\rangle/\|P|t\rangle\|$. Locally $P|t\rangle=s\,f$ with $f=\langle s|t\rangle$, so the vortices sit at zeros of $f$ and $\theta=\arg f$. A zero is isolated if the Jacobian of $(\operatorname{Re}f,\operatorname{Im}f)$ is non-zero there. This condition must be checked for the chosen orbital; it is sufficient, not necessary.

## The tail of one vortex

Assume that near $\mathbf k_j$, with $\mathbf q=\mathbf k-\mathbf k_j$ in polar coordinates $(q,\varphi)$, $u=e^{in\varphi}s(\mathbf k_j)$ plus terms homogeneous of degree one and higher in $q$. By scaling, a term of degree $p$ contributes at order $R^{-2-p}$, so the first term governs the tail. The part of $u$ away from the singularities is smooth and contributes less than any power of $1/R$.

Use $e^{iqR\cos(\varphi-\varphi_R)}=\sum_m i^mJ_m(qR)e^{im(\varphi-\varphi_R)}$. The angular integral selects $m=-n$. Since $i^{-n}J_{-n}=i^{|n|}J_{|n|}$ for either sign of $n$,

$$\int e^{i\mathbf q\cdot\mathbf R}e^{in\varphi}d^2q=2\pi i^{|n|}e^{in\varphi_R}\frac1{R^2}\int_0^\infty xJ_{|n|}(x)\,dx .$$

The last integral is understood with a damping factor $e^{-\eta x}$ and $\eta\to0^+$. To evaluate it for $n>0$, write $J_n(x)=\frac1{2\pi}\int_0^{2\pi}e^{i(x\sin\tau-n\tau)}d\tau$ and integrate over $x$:

$$I(\eta)=\int_0^\infty e^{-\eta x}J_n\,dx=\frac1{2\pi}\int_0^{2\pi}\frac{e^{-in\tau}}{\eta-i\sin\tau}\,d\tau .$$

With $z=e^{-i\tau}$ the denominator is $(z^2+2\eta z-1)/2z$, $d\tau=i\,dz/z$, and the unit circle is run clockwise. The one enclosed pole is $r=\sqrt{1+\eta^2}-\eta$, and the other root lies $2\sqrt{1+\eta^2}$ below it. The residue gives $I=r^n/\sqrt{1+\eta^2}$. Since $dr/d\eta=-r/\sqrt{1+\eta^2}$,

$$\int_0^\infty xe^{-\eta x}J_n\,dx=-\frac{dI}{d\eta}=\frac{r^n\big(n\sqrt{1+\eta^2}+\eta\big)}{(1+\eta^2)^{3/2}}\;\to\;n .$$

Multiplying by $\Omega/(2\pi)^2$ and restoring the phase of $\mathbf k_j$,

$$w(\mathbf R)\to\frac{\Omega\,|n|\,i^{|n|}}{2\pi R^2}\,e^{in\varphi_R}e^{i\mathbf k_j\cdot\mathbf R}s(\mathbf k_j).\tag{7}$$

## The logarithm, including anisotropic vortices

For one isotropic vortex, replace the lattice sum at large $R$ by $\Omega^{-1}\int d^2R$:

$$\frac1\Omega\int^L2\pi R\,dR\;R^2\,\frac{\Omega^2n^2}{4\pi^2R^4}=\frac{\Omega n^2}{2\pi}\ln L+\text{const}.$$

With several vortices, a cross term carries $e^{i(\mathbf k_j-\mathbf k_l)\cdot\mathbf R}$ times a slowly varying function of order $R^{-2}$. Summation by parts along a lattice direction in which this phase is not unity gains a factor $1/R$. The cross terms then remain bounded, and the coefficients $n_j^2$ add.

For an anisotropic vortex, let the leading phase be a smooth function $\theta(\varphi)$ of the angle alone. Expand $e^{i\theta}=\sum_mc_me^{im\varphi}$ and apply (7) to each harmonic. The $m=0$ term has no tail. The angular average of the squared tail contains $\sum_mm^2|c_m|^2$, which by Parseval is the average of $|\partial_\varphi e^{i\theta}|^2=\theta'^2$. So $n^2$ is replaced by

$$\langle\theta'^2\rangle=\frac1{2\pi}\int_0^{2\pi}\theta'(\varphi)^2d\varphi\;\ge\;\langle\theta'\rangle^2=n^2 .\tag{8}$$

The same coefficient appears in momentum space. Near the vortex $|\boldsymbol{\mathcal A}|\simeq|\theta'|/q$, so the connection term of (5) between radii $\epsilon$ and $\rho_0$ is

$$\frac{\Omega}{(2\pi)^2}\int_\epsilon^{\rho_0}\frac{dq}{q}\int_0^{2\pi}\theta'^2d\varphi=\frac{\Omega}{2\pi}\langle\theta'^2\rangle\ln\frac{\rho_0}{\epsilon}.$$

More generally, (6) and Cauchy–Schwarz on a circle give $\oint|\boldsymbol{\mathcal A}|^2dl\ge(2\pi n)^2/(2\pi\rho)+O(\rho)$. For point vortices the logarithmic coefficient is thus at least $\Omega\sum n_j^2/2\pi\ge\Omega|C|/2\pi$, because the $n_j$ are integers with sum $C$.

## Worked example: a two-orbital Chern band

Set $a=1$, so $\Omega=1$, and take the lower band of $H=\mathbf d\cdot\boldsymbol\sigma$ with

$$\mathbf d=(v\sin k_x,\ \sin k_y,\ m+\cos k_x+\cos k_y),\qquad m=1 .$$

With $\mathbf n=\mathbf d/|\mathbf d|$, $P=(1-\mathbf n\cdot\boldsymbol\sigma)/2$, and the two trial orbitals give

$$P|1\rangle=\tfrac12\begin{pmatrix}1-n_z\\-(n_x+in_y)\end{pmatrix},\qquad P|2\rangle=\tfrac12\begin{pmatrix}-(n_x-in_y)\\1+n_z\end{pmatrix}.$$

**Windings.** The components $d_x,d_y$ vanish together at $(0,0)$, $(0,\pi)$, $(\pi,0)$ and $(\pi,\pi)$, where $d_z=3,1,1,-1$. Orbital 2 therefore has one zero, at $(\pi,\pi)$. There $\mathbf d\simeq(-vq_x,-q_y,-1)$, so the upper component of $u$ tends to $(vq_x-iq_y)/|vq_x-iq_y|$ and $n=-1$. Orbital 1 has zeros at the other three points, with phases set by $-(q_x+iq_y)$, $-(q_x-iq_y)$ and $q_x-iq_y$ at $v=1$. The windings are $+1,-1,-1$. Both gauges give $C=-1$, as does the curvature summed over mesh plaquettes.

**Geometry at $v=1$.** Near $(\pi,\pi)$, orbital 1 gives $u\propto(1,(q_x+iq_y)/2)$. At $\mathbf q=0$, $\partial_xu=(0,\tfrac12)$ and $\partial_yu=(0,\tfrac i2)$, so $T_{xx}=T_{yy}=\tfrac14$ and $T_{xy}=\tfrac i4$. Hence $\operatorname{tr}g=0.5$ and $F=-0.5$: the trace bound is saturated. At $(\pi/2,\pi/2)$ both derivatives of $\mathbf d$ equal $(0,0,-1)$. Then $\partial_xP=\partial_yP$, $T_{xy}$ is real and $F=0$, while $\operatorname{tr}g=0.1111$. The zone average of $F$ is $C/2\pi=-|C|/2\pi$, so the zone average of $\operatorname{tr}g+F$ is the invariant spread minus its bound. By (3) this sum is nowhere negative, and every region where it is positive, such as this one, raises the invariant spread, $0.2268\,a^2$, above the bound $|C|/2\pi=0.1592\,a^2$.

**Tail.** For orbital 2 at $\mathbf R=(24,10)$, $R^2=676$, $e^{i\mathbf k_j\cdot\mathbf R}=(-1)^{34}=1$ and $ie^{-i\varphi_R}=(10+24i)/26$. Equation (7) gives

$$w_1=\frac{1}{2\pi\cdot676}\,\frac{10+24i}{26}=(0.906+2.173i)\times10^{-4}.$$

The Fourier sum gives $(0.912+2.172i)\times10^{-4}$. The difference is about $0.3\%$ of the modulus.

**Logarithm.** On a $1024\times1024$ mesh the spread within $L=16,32,64,128$ is $0.7186$, $0.8297$, $0.9402$ and $1.0508\,a^2$. The successive increments, $0.1111$, $0.1105$ and $0.1106$, compare with $\ln2/2\pi=0.1103$. The fitted coefficient is $(1.0508-0.7186)/\ln8=0.1598$, against $1/2\pi=0.1592$. Orbital 1 gives $0.4792$, against $3/2\pi=0.4775$. The last digit of the $L=128$ values depends on the mesh, because the periodic images of $w$ overlap. On a $2048\times2048$ mesh the spread at $L=128$ is $1.0506\,a^2$, the last increment is $0.1104$, and the two fitted coefficients are $0.1596$ and $0.4788$. The same band with the same $C$ thus has three times the logarithm in a gauge with an extra vortex–antivortex pair.

**Anisotropy.** For $v=2$, put $\psi=-\theta$, with $\cos\psi=v\cos\varphi/D$, $\sin\psi=\sin\varphi/D$ and $D^2=v^2\cos^2\varphi+\sin^2\varphi$. Then $\psi'=v/D^2=v^{-1}\cos^2\psi+v\sin^2\psi$. Writing $\psi'^2d\varphi=\psi'd\psi$ gives $\langle\theta'^2\rangle=(v+1/v)/2=1.25$. The predicted coefficient is $1.25/2\pi=0.1989$; the lattice sum gives $0.2005$ ($0.2004$ on the $2048\times2048$ mesh) and the connection in a ring around the vortex $0.1986$. Rescaling $q_x'=vq_x$ in the tail integral changes $d^2q$ by $1/v$ and $X$ to $X/v$, so

$$|w|\to\frac1{2\pi v(X^2/v^2+Y^2)} .$$

At distance 40 this is $1.989\times10^{-4}$ along $x$ and $4.974\times10^{-5}$ along $y$. The Fourier sums on the $1024\times1024$ mesh give $2.001\times10^{-4}$ and $4.975\times10^{-5}$; on the $2048\times2048$ mesh the second becomes $4.979\times10^{-5}$.

**Double vortex.** Replacing $(d_x,d_y)$ by $(\cos k_x-\cos k_y,\ \sin k_x\sin k_y)$ gives $C=-2$. Near $(\pi,\pi)$ these components are $\tfrac12q^2(\cos2\varphi,\sin2\varphi)$, so orbital 2 has one vortex with $n=-2$. The coefficient is $0.6379$, against $4/2\pi=0.6366$. This is twice the lower bound $|C|/2\pi$, which two separated isotropic unit vortices would attain.

**Trivial band.** For $m=3$, $v=1$, $d_z\ge1$ everywhere, so $P|2\rangle$ has no zero and the gauge is smooth. The spread is finite, $0.0398\,a^2$, of which $0.0387$ is metric and $0.0011$ connection, in agreement with (5).

## Implementation notes

For a small displacement $h$ along $i$, $|\langle u(\mathbf k)|u(\mathbf k+h\hat{\mathbf e}_i)\rangle|^2=\operatorname{Tr}P(\mathbf k)P(\mathbf k+h\hat{\mathbf e}_i)$. Differentiating $\operatorname{Tr}P^2=1$ twice gives $\operatorname{Tr}P\partial_iP=0$ and $\operatorname{Tr}P\partial_i^2P=-\operatorname{Tr}(\partial_iP)^2=-2g_{ii}$, so the squared overlap is $1-h^2g_{ii}$ to second order. With the sign convention used here, $\langle u(\mathbf k)|u(\mathbf k+d\mathbf k)\rangle\simeq e^{-i\boldsymbol{\mathcal A}\cdot d\mathbf k}$. The flux through a counterclockwise plaquette is minus the argument of its overlap product.

Place the mesh so that no point falls on a vortex. A half-step shift, $k=2\pi(j+\tfrac12)/N$, does this here for even $N$; the discrete transform then needs the factor $e^{i\pi(X+Y)/N}$ with $X,Y$ centred on zero. An $N\times N$ mesh always returns a finite spread. For $R\ll N$ its Wannier function approximates the infinite-lattice one, while the region $R\sim N$ contributes an amount of order one. For isotropic vortices the total therefore grows as $(\Omega/2\pi)\sum n_j^2\ln N$, and the total spread from a single mesh cannot reveal the divergence. Compare several radii $L\ll N$, as in the numerical output, or several values of $N$.

## Values computed for the example and the checks

```
Random three-orbital model, 30 x 30 k points
  smallest gap (model energy unit)     0.3689
  mean tr g (a^2)                      0.9425
  mean 2 sqrt(det g) (a^2)             0.4754
  mean |F| (a^2)                       0.3664
Holomorphic state: tr g, F (a^2)       2.3368 -2.3368
Chern band, m = 1, v = 1
  Chern number from plaquettes         -1.000000
  k = (pi,pi): tr g, F (a^2)   0.5000 -0.5000
  k = (pi/2,pi/2): tr g, F (a^2)   0.1111 -0.0000
  invariant spread (a^2)               0.22682
  its lower bound |C|/2pi (a^2)        0.15915
Windings at (0,0),(0,pi),(pi,0),(pi,pi); log coefficient (a^2)
  m=1 v=1 orbital 2: C=-1 n=[0, 0, 0, -1] sum 0.1598 formula 0.1592
  m=1 v=1 orbital 1: C=-1 n=[1, -1, -1, 0] sum 0.4792 formula 0.4775
  m=1 v=2 orbital 2: C=-1 n=[0, 0, 0, -1] sum 0.2005 formula 0.1989
  double vortex m=1: C=-2 n=[0, 0, 0, -2] sum 0.6379 formula 0.6366
Wannier function of m=1 v=1 orbital 2, at R = (24,10) a
  first component, Fourier sum         9.1199e-05+2.1718e-04j
  first component, tail formula        9.0552e-05+2.1733e-04j
  R^2 |w| and 1/2pi                    0.15926 0.15915
  double vortex: R^2 |w| and 2/2pi     0.31831 0.31831
  v=2, R=(40,0): |w|, formula      2.0014e-04 1.9894e-04
  v=2, R=(0,40): |w|, formula      4.9754e-05 4.9736e-05
Spread within radius L, m=1 v=1 orbital 2
  L =  16 a: 0.71859 a^2
  L =  32 a: 0.82968 a^2
  L =  64 a: 0.94019 a^2
  L = 128 a: 1.05080 a^2
  formula for growth per doubling      0.11032 a^2
Log coefficient from the connection, ring 0.01 to 0.1 /a
  m=1 v=1 orbital 2: 0.1590 a^2
  m=1 v=2 orbital 2: 0.1986 a^2
  double vortex m=1: 0.6366 a^2
Trivial band, m = 3, v = 1
  |Chern number|                       0.000000
  spread, real-space sum (a^2)         0.039833
  spread, metric part (a^2)            0.038745
  spread, connection part (a^2)        0.001089
  growth from L = 16 a to 128 a (a^2)  1.6e-11
  |w| at R = (24,10) a                 1.2e-11
```
